Brouwer's formula for adiabatic pumping, with two delta barriers worked out, part 2

Two barriers U1δ(x) + U2δ(x − L) stand in a wire with one channel in each lead, L (left) and R (right). Cycling their strengths delivers N_m electrons per spin into lead m per period. As a subscript m labels the lead; elsewhere it is the electron mass. The time factor is exp(−iEt/ħ), ω is the drive frequency, and S_αβ is the flux-normalized amplitude from channel β to α.

(A1) Electrons are independent and phase-coherent; lead potentials are static, with the same Fermi function f(E) in every lead. (A4) The drive is slow: ωτ ≪ 1, where τ is the longest scattering delay on the loop.

For a slow counterclockwise loop around area A,

N_m = −(1/π) ∫dE (−f′) ∬_A dX1 dX2 F_m.  (2)

At zero temperature, with S at the Fermi energy and ∂i = ∂/∂Xi,

N_m = −(1/2π) ∮ Σ Im(S*dS) = −(1/π) ∬ F_m dX1 dX2,  F_m = Σ Im(∂1S*∂2S).  (12)

The sums run over outgoing channels in lead m and all incoming channels; Σ_m F_m = 0.

At any frequency, with E_n = E + nħω, the mean number current is

J_m = (1/h) ∫dE Σ_{α∈m} Σ_{β,n} |S^F_αβ(E, E_n)|² [f(E_n) − f(E)].  (4)

Here S^F_αβ(E, E_n) is the amplitude to enter at E_n and leave at E. The driven wave's components obey

ψ_n = δ_n0 χ_β + G0(E_n) Σ_l V_{n−l} ψ_l,  (7)

with incoming wave χ_β, free outgoing Green function G0 and Fourier components V_l of the potential. Lemma 2 states, for a slow drive,

S^F_αβ(E_n, E) = S_αβ,n(E) + O(ω),  (6)

where S_αβ,n are Fourier components of the frozen matrix S(E; X(t)).

The parameters are now z1, z2 at fixed wave number k:

φ = kL,  z_j = mU_j/(ħ²k),  s = sin φ,  c = cos φ.

Amplitudes refer to x = 0 and x = L. The state ψ_α is incident from lead α. From the left, reflection is r = ψ_L(0) − 1, transmission is t, and T = 1/|D|²:

t = e^{iφ}/D,  D = (1 + iz1)(1 + iz2) + z1z2 e^{2iφ}.  (13)

ψ_L(0) = (1 + 2z2 s e^{iφ})/D,  ψ_R(L) = (1 + 2z1 s e^{iφ})/D,
ψ_L(L) = ψ_R(0) = e^{iφ}/D.  (14)

**Lemma 3.** With x_1 = 0 and x_2 = L,

∂S_αβ/∂z_j = −i ψ_α(x_j) ψ_β(x_j).  (15)

**Proof.** The scattering states obey −ψ″ + 2kΣ_i z_i δ(x − x_i)ψ = k²ψ. Let w = ∂ψ_β/∂z_j. Differentiating the equation for ψ_β gives

−w″ + 2kΣ_i z_i δ(x − x_i)w − k²w = −2kδ(x − x_j)ψ_β.

Multiply this by ψ_α, subtract w times the equation for ψ_α, and integrate across both barriers. The potential terms cancel, leaving

[ψ_α w′ − w ψ_α′] at the right end minus the same at the left end = 2kψ_α(x_j)ψ_β(x_j).

In each lead measure the distance d outward. The incident wave does not depend on z_j, so in lead γ

w = (∂S_γβ/∂z_j) e^{ikd},  ψ_α = δ_γα e^{−ikd} + S_γα e^{ikd}.

With outward derivatives the boundary terms add. Two outgoing waves give zero. The incoming part, present only in lead α, gives ik − (−ik) = 2ik. Hence 2ik ∂S_αβ/∂z_j = 2kψ_αψ_β, which is (15). ∎

### Proposition 1: the curvature

F_L = 2s[c + (z1 + z2)s] T²,  F_R = −F_L.  (16)

**Proof.** The two factors −i in (15) combine to (−i)*(−i) = 1, so

F_L = Im{ψ_L*(0)ψ_L(L) Σ_β ψ_β*(0)ψ_β(L)}.

From (14), the term β = L is

ψ_L*(0)ψ_L(L) = (1 + 2z2 s e^{−iφ})e^{iφ}T = (e^{iφ} + 2z2 s)T.

The term β = R is e^{−iφ}(1 + 2z1 s e^{iφ})T = (e^{−iφ} + 2z1 s)T. Their sum is 2[c + (z1 + z2)s]T, which is real. The imaginary part of the factor in front is sT. The product is F_L, and F_R follows from Σ_m F_m = 0. ∎

The number moved to the right in a counterclockwise cycle is therefore

N_R = (1/π) ∬ F_L dz1 dz2.  (17)

For weak barriers F_L tends to 2sc = sin 2φ, so the direction of pumping depends on the spacing measured in wavelengths. In general F_L changes sign on the line z1 + z2 = −cot φ.

If φ is a multiple of π, F_L vanishes everywhere. In that case D = 1 + i(z1 + z2), and both waves in (14) depend only on the sum z1 + z2. The two barriers act as a single barrier with the combined strength, and a single parameter pumps nothing.

### The circular loop

Take kL = 2.60 at the Fermi energy and zero temperature, with

z1 = 1.50 + cos ωt,  z2 = 1.50 + sin ωt.

Barrier 1 leads by a quarter period, and the loop is a counterclockwise circle of radius 1.

The structure is resonant when r = 0. For z1 = z2 = z this means ψ_L(0) = 1, or 1 + iz − iz e^{2iφ} = D. Subtracting the left side from D leaves

iz[(1 + iz) + e^{2iφ}(1 − iz)] = 0.

Apart from z = 0, the bracket must vanish. Multiplied by e^{−iφ} it is 2c + 2zs, so z = −cot φ = 1.662. This point lies inside the circle. At the centre the transmission is 0.941, and (16) gives

F_L = 2 sin 2.6 [cos 2.6 + 3 sin 2.6] × 0.9408² = 0.629.

Multiplying this by the area π and dividing by π, as in (17), would predict 0.629 electron. The integral over the disc is 1.2409 instead, and

N_R = 1.2409/π = 0.3950 electron per spin.

The mean curvature over the disc is thus lower than its value at the centre. The line integral in (12), evaluated from numerically solved scattering states, gives 0.394983 into the right lead and −0.394983 into the left, in agreement with the area integral to all printed digits.

For a small loop the central value is sufficient. Let z1 = z_0 + ρ cos θ and z2 = z_0 + ρ cos(θ − δ). The signed area is

½∮(z1 dz2 − z2 dz1) = ½ρ² ∫_0^{2π} dθ [sin θ cos(θ − δ) − cos θ sin(θ − δ)] = πρ² sin δ,

because the bracket equals sin δ; the terms with z_0 integrate to zero. Hence

N_R ≈ ρ² sin δ F_L(z_0, z_0).  (18)

For z_0 = 1.50, ρ = 0.05 and δ = 0.70 this gives 1.0135 × 10⁻³, and the line integral gives 1.0136 × 10⁻³. Reversing the phase lag reverses the flow.

### The same pump at finite frequency

Equation (4) of the first half does not assume a slow drive. It was evaluated for the same barriers by solving the coupled equations (7) with 49 sidebands. With ω in units of ħ/(mL²), the number delivered to the right is 0.394865 at ω = 0.010 and 0.394953 at ω = 0.005. The sign and size agree with (17).

The differences from 0.394983 are 1.18 × 10⁻⁴ and 0.30 × 10⁻⁴. They fall by a factor of about four when ω is halved, so the leading correction here is quadratic. A linear extrapolation to ω = 0 consequently overshoots slightly, to 0.395042. Symmetry explains this.

**Proposition 2.** Suppose that for a fixed loop the mean number per cycle has the expansion N = N0 + N1ω + N2ω² + …. For the circular loop above N1 = 0. For one barrier driven as cos ωt, N0 = N2 = 0.

**Proof.** The mean current is J = (1/2π)(N0ω + N1ω² + N2ω³ + …). The series is an expansion in time derivatives of the parameters, so it holds with the same coefficients for both signs of ω. Changing the sign of ω runs the loop backwards. The number per cycle is current times the positive period, so the reversed loop delivers

N_rev = −N0 + N1ω − N2ω² + …,  ω > 0.

Reflecting the circular pump in space exchanges z1 and z2, which amounts to running the circle backwards. Reflection also exchanges the leads, so N_rev into the right lead equals N into the left lead, which is −N into the right. Comparing the series gives N1 = 0. For a single cosine the reversed drive is the same drive, so N_rev = N, and N0 = N2 = 0. ∎

With z2 held at 0.80 and z1 driven as before, the sideband calculation gives 2.475 × 10⁻⁴ electron at ω = 0.010 and 1.237 × 10⁻⁴ at ω = 0.005. The ratio is two, as the proposition requires. The linear extrapolation to ω = 0 is −5 × 10⁻⁸. The coefficient N1 depends strongly on where the still barrier is held: with z2 at its mean value 1.50 the numbers are 4.0 × 10⁻³ and 2.0 × 10⁻³, again in the ratio two. One moving barrier does transfer some charge at finite frequency, and the amount per cycle vanishes with ω.

Lemma 2 can be examined separately on the circular loop. For electrons incident at the Fermi energy and changes of up to ten quanta, the largest absolute difference between a driven amplitude and its frozen Fourier component is 0.0109 at ω = 0.010 and 0.0054 at ω = 0.005. It is of first order in ω, as the lemma states.

### Proposition 3: a loop around the whole quadrant

Let the loop enclose all z1, z2 > 0, with sin φ ≠ 0, and let M be the largest integer not exceeding kL/π. Then

N_R = kL/π − M.  (19)

**Proof.** Since N_R = −N_L, equation (12) gives N_R = (1/2π)∮Im(r*dr + t′*dt′), where t′ = t is the amplitude from right to left. Take a square of side Z and let Z grow.

On the lower edge z2 = 0, r = −iz1/(1 + iz1) and t = e^{iφ}/(1 + iz1). Both phases fall as −arctan z1, and |r|² + |t|² = 1, so the edge contributes −π/2. On the left edge z1 = 0, r = −iz2e^{2iφ}/(1 + iz2) and t = e^{iφ}/(1 + iz2). The same phase is traversed from large z2 back to zero, which contributes +π/2. These edges cancel.

For the right edge write v = 1 + 2z2 s e^{iφ}. Then

D = 1 + iz2 + iz1v,  1 + r = v/D.

For sin φ ≠ 0, v has no zero and grows in proportion to z2, so |1 + iz2|/|v| is bounded. At z1 = Z, both 1 + r and t are therefore of order 1/Z along the whole edge. Each is a ratio of linear functions of z2, so it traces an arc of a circle once. An arc confined to a region of size 1/Z has a length of order 1/Z, and the contribution of the edge vanishes.

On the upper edge z2 → ∞, t vanishes and 1 + r tends to −2is e^{iφ}/(1 + 2z1 s e^{iφ}). Using 1 + 2is e^{iφ} = e^{2iφ},

r = −(2z1s + e^{iφ})/(2z1s + e^{−iφ}).

The denominator is the conjugate of the numerator, so the phase of r is π + 2 arg(2z1s + e^{iφ}). As z1 falls from infinity to zero, the point 2z1s + e^{iφ} moves along a horizontal line. For s > 0 it comes from the far right in the upper half plane; for s < 0 it comes from the far left in the lower half plane. In both cases its argument grows by φ − πM, a value between 0 and π. The loop integral is 2(φ − πM), and division by 2π gives (19). ∎

Integrating (16) over the quadrant gives 0.31831, 0.82761, 0.95493 and 0.27324 for kL = 1.00, 2.60, 3.00 and 4.00, in agreement with (19).

The result can be read as a count of electrons. The cycle closes barrier 1, closes barrier 2, opens barrier 1 and opens barrier 2. A closed wall has in effect moved from 0 to L. A free wire holds k/π electrons per unit length and spin, so a wall that slid over this distance would displace kL/π of them to the right. Here, however, the box between the two closed barriers keeps M electrons, one in each filled level. Closing barrier 2 therefore pushes only kL/π − M electrons out to the right, and opening barrier 1 draws the same net number in from the left. This is (19).

As kL approaches π from below, the transfer approaches one electron per spin. At kL = π it is zero. There is no contradiction, because the resonance at z = −cot φ moves to infinite barrier strength and leaves any finite loop. If the loop grows at a fixed shape and period, the barriers also pass ever faster through strengths z of order one, where the amplitudes change most. The limit ω → 0 therefore has to be taken before Z → ∞.

### Scale and conditions of use

For L = 10 nm and the free-electron mass, the energy unit ħ²/(mL²) is 0.762 meV and the Fermi energy is 2.58 meV. At 100 MHz the circular loop carries, with both spins,

2 × 0.395 × e × 10⁸ s⁻¹ = 12.7 pA.

Electrons move to the right, so the conventional current flows to the left. The delay averaged over the two incoming channels, which is half the trace of −iħS†dS/dE, reaches at most 3.08 mL²/ħ on the loop. The product of ω and this delay is 1.7 × 10⁻³. For a particular superposition of the two inputs the delay can be about twice as long, so the drive is slow in the sense of (A4) as well. The zero-temperature value also requires k_BT to be well below ħ divided by the delay, about 0.25 meV. At higher temperature the average over −f′ in (2) is needed, with U1 and U2 held fixed, because z_j depends on k.

A semiconductor device with gate-controlled barriers can be much larger, with a smaller effective electron mass. With a length of 300 nm and 0.067 free-electron masses, at the same kL and z values, mL² is about 60 times larger. The product of ω and delay at 100 MHz is then about 0.1, and the Fermi energy is only about 0.04 meV. The zero-temperature value now requires k_BT to be well below about 4 μeV, which corresponds to 50 mK. At 50 mK itself, the average over −f′ lowers the 0.395 electron to about 0.26. Two assumptions of the model are also at risk in such devices. Coulomb repulsion between the barriers can be strong, and this model cannot say by how much it changes the charge. The gates can also drive the leads, which violates (A1). A small alternating bias of energy amplitude u, in phase with a transmission modulation of amplitude ΔT, adds a rectified number uΔT/(2hf) per cycle and spin at drive frequency f. At 100 MHz, hf is about 0.4 μeV, so uΔT of roughly 0.3 μeV already matches the pumped 0.395 electron. A measured direct current that depends on the phase between two gates is therefore not by itself evidence of the area formula. The numerical output lists the values for the 10 nm example.

Computed results

```
kL = 2.60 (dimensionless)
loop centre z1 = z2 = 1.50, radius = 1.00
transmission at loop centre = 0.9408
resonance at z1 = z2 = 1.6622, transmission 1.0000
curvature F_left at loop centre = 0.62927
area integral of F_left = 1.240876
area formula, into right lead = 0.394983 electrons/spin
line integral, into right lead = 0.394983 electrons/spin
line integral, into left lead = -0.394983 electrons/spin
centre-curvature estimate = 0.62927 electrons/spin
small loop: radius 0.05, phase lag 0.70 rad
  line integral = 1.0136e-03 electrons/spin
  bilinear formula = 1.0135e-03 electrons/spin
Floquet, both barriers driven, into right lead (electrons/spin):
  omega = 0.010 hbar/(m L^2): 0.394865
  omega = 0.005 hbar/(m L^2): 0.394953
  extrapolated to omega = 0: 0.395042
Floquet, only z1 driven, z2 = 0.80 (electrons/spin):
  omega = 0.010 hbar/(m L^2): 2.4748e-04
  omega = 0.005 hbar/(m L^2): 1.2372e-04
  extrapolated to omega = 0: -5.0e-08
largest error of frozen Floquet amplitudes (dimensionless):
  omega = 0.010 hbar/(m L^2): 1.090e-02
  omega = 0.005 hbar/(m L^2): 5.420e-03
whole quadrant, into right lead (electrons/spin):
  kL = 1.00: 0.31831
  kL = 2.60: 0.82761
  kL = 3.00: 0.95493
  kL = 4.00: 0.27324
largest delay time on loop = 3.076 m L^2/hbar
L = 10 nm, drive frequency = 100 MHz
energy unit hbar^2/(m L^2) = 0.7620 meV
Fermi energy = 2.576 meV
omega times largest delay = 1.67e-03
current magnitude, both spins = 12.657 pA
```
